\section*{Jamming of Bifunctional Molecules on a Silicon Row}

\section{The loss of empty strings}

\textbf{Q:} You say that molecules with two reactive ends, dropped at random on a silicon row, stop binding while a definite fraction of the sites is still unreacted. Why should there be a definite fraction? The final pattern depends on the order of arrival.

\textbf{A:} The pattern does, but the average over orders is fixed once ``at random'' has a meaning. I take an infinite row of equivalent sites, all empty at time $t=0$. Every pair of adjacent sites is attempted independently at the same rate $k$. An attempt succeeds if both sites are empty, and then both are filled for good: no molecule moves, leaves, or binds by one end. The row is jammed when no two adjacent sites are empty.

On the surface I have in mind, Si(100)-2$\times$1, the silicon atoms are paired into surface dimers, which stand in rows. One ``site'' is one such dimer, and the molecule bridges two neighbouring dimers of a row.

\textbf{Q:} Pairs are attempted again and again. Does that not favour some of them?

\textbf{A:} No. If the first attempt on a pair succeeds, the pair is full. If it fails, at least one of its sites is already full and stays so. Either way, later attempts on that pair change nothing. The first attempts have independent, identically distributed times, so their order is a uniformly random order of the pairs. The jammed state is therefore that of trying each pair once in random order, and $k$ sets only the time scale.

\textbf{Q:} To know how fast single sites fill, you must know how often the neighbour is empty. That needs pairs, then triples, and so on. Where do you cut the chain?

\textbf{A:} It need not be cut. Let $P_n(t)$ be the probability that $n$ given consecutive sites are all empty, whatever lies outside them. Two kinds of event destroy such a string.

First, a molecule may land on one of the $n-1$ pairs inside it. Both sites are empty by assumption, so each attempt succeeds, and the loss is $k(n-1)P_n$. Second, a molecule may land on a pair that straddles an end of the string. This succeeds only if the next site outside is empty too, which means that $n+1$ consecutive sites are empty. There are two ends, so the loss is $2kP_{n+1}$. Nothing creates empty sites. With $s=kt$,
\begin{equation}
\frac{dP_n}{ds}=-(n-1)P_n-2P_{n+1},\qquad P_n(0)=1 .
\label{hier}
\end{equation}
No correlation has been dropped.

\textbf{Q:} That is still infinitely many coupled equations.

\textbf{A:} They share a structure. Without the last term, $P_n$ would decay as $e^{-(n-1)s}$. I therefore try
\begin{equation}
P_n(s)=F(s)\,e^{-(n-1)s}
\label{ansatz}
\end{equation}
with one function $F$ for all $n$. The left side of (\ref{hier}) becomes
\begin{equation}
F'e^{-(n-1)s}-(n-1)F e^{-(n-1)s},
\end{equation}
and the right side becomes
\begin{equation}
-(n-1)F e^{-(n-1)s}-2F e^{-ns}.
\end{equation}
The terms with $n-1$ cancel. Multiplying the rest by $e^{(n-1)s}$ gives
\begin{equation}
F'=-2e^{-s}F,\qquad F(0)=1,
\end{equation}
in which $n$ no longer appears, so one $F$ serves every equation. Dividing by $F$ and integrating from $0$ to $s$,
\begin{equation}
\ln F=-2\int_0^s e^{-u}\,du=-2\left(1-e^{-s}\right).
\end{equation}
Since $P_1=F$, the unreacted fraction is
\begin{equation}
P_1(t)=\exp\!\left[-2\left(1-e^{-kt}\right)\right]
\;\longrightarrow\; e^{-2}=0.1353
\quad (t\to\infty).
\label{main}
\end{equation}
The reacted fraction tends to $1-e^{-2}=0.8647$.

\textbf{Q:} You guessed a form and it fitted. An infinite set of equations might have another solution with the same start.

\textbf{A:} Not among probabilities. Let $D_n$ be the difference of two solutions that both lie between 0 and 1, so that $|D_n|\le1$ and $D_n(0)=0$. Write $D_n=u_n e^{-(n-1)s}$ and $x=1-e^{-s}$. The same cancellation gives $du_n/ds=-2e^{-s}u_{n+1}$. Because $dx/ds=e^{-s}$, this is $du_n/dx=-2u_{n+1}$. Integrating $m$ times from $x=0$, where every $u_n$ vanishes, gives
\begin{equation}
|u_n|\le\frac{(2x)^m}{m!}\,\max|u_{n+m}|
\le\frac{(2x)^m}{m!}\,e^{(n+m-1)s}.
\end{equation}
At fixed $s$ the factorial beats the powers as $m\to\infty$, so $u_n=0$.

\textbf{Q:} What, physically, stops the filling? A simple rate law would say that each site has two neighbours and fills until nothing is left.

\textbf{A:} For $n=1$, equation (\ref{hier}) reads $dP_1/ds=-2P_2$. The simple law replaces $P_2$ by $P_1^2$, as if neighbours were independent. Its solution, $1/(1+2s)$, does go to zero. The true ratio from (\ref{ansatz}) is
\begin{equation}
\frac{P_2}{P_1}=e^{-s}.
\end{equation}
This is the probability that the right-hand neighbour of an empty site is also empty. It vanishes while $P_1$ does not, so the remaining sites are isolated and no molecule can bridge them. At early times both laws give $P_1\approx1-2s$, because each site belongs to two pairs.

The solution can be compared with the full set of rate equations for all configurations of a 12-site ring. At $kt=2$ both give $P_1=0.1774$. At $kt=8$ the ring gives 0.135423 and the formula 0.135426, while $P_2$ has fallen to $4.5\times10^{-5}$.

\section{The same limit by counting}

\textbf{Q:} I would trust it more if it came out without any rate equation.

\textbf{A:} Take an open row of $N$ sites and let $E_N$ be the mean number left unreacted at jamming, with $E_0=0$ and $E_1=1$. Each of the $N-1$ pairs is equally likely to be filled first. Filling sites $i$ and $i+1$ leaves $i-1$ sites on the left and $N-i-1$ on the right. No pair joins the two pieces, and the random order restricted to either piece is still random, so each piece jams as a row of its own:
\begin{equation}
(N-1)E_N=\sum_{i=1}^{N-1}\left(E_{i-1}+E_{N-i-1}\right)
=2\sum_{j=0}^{N-2}E_j .
\label{rec}
\end{equation}
Both sums run over the same values, hence the factor 2. For $N=4$ this gives $E_4=\tfrac23(E_0+E_1+E_2)=\tfrac23$. Directly: one choice in three takes the middle pair and strands two sites, and the other two choices strand none.

Let $G(x)=\sum_N E_Nx^N$. Multiply (\ref{rec}) by $x^N$ and sum over $N$. The left side is $xG'-G$. On the right, $E_j$ appears for every $N\ge j+2$, which gives $2E_jx^{j+2}/(1-x)$. Thus
\begin{equation}
xG'-G=\frac{2x^2}{1-x}\,G .
\end{equation}
Dividing by $xG$ and using $x/(1-x)=-1+1/(1-x)$,
\begin{equation}
\frac{G'}{G}=\frac1x-2+\frac{2}{1-x},
\qquad
G=\frac{x\,e^{-2x}}{(1-x)^2}.
\end{equation}
The constant of integration follows from $G\approx E_1x=x$ at small $x$. Now $x/(1-x)^2=\sum_{m\ge1}m\,x^m$. Multiplying by the series of $e^{-2x}$ and collecting $x^N$, with $m=N-j$,
\begin{equation}
E_N=\sum_{j=0}^{N-1}(N-j)\frac{(-2)^j}{j!}.
\end{equation}
For large $N$ the sum may be extended to infinity, since the added terms carry factorials beyond $N!$. With $\sum_j(-2)^j/j!=e^{-2}$ and $\sum_j j(-2)^j/j!=-2e^{-2}$,
\begin{equation}
E_N\simeq Ne^{-2}+2e^{-2}=(N+2)e^{-2}.
\label{ends}
\end{equation}
Per site this again tends to $e^{-2}$.

\textbf{Q:} And the extra two sites?

\textbf{A:} They come from the ends, since an end site belongs to one pair instead of two. A ring has no ends. Its first molecule turns $N$ sites into an open row of $N-2$, so the unreacted fraction is $E_{N-2}/N\simeq e^{-2}$ without a $1/N$ term. For $N=12$, $E_{10}/12=1.623986/12=0.135332$, against $e^{-2}=0.135335$. One random filling of 400\,000 sites left $0.1358\pm0.0004$ (one standard error), with no two unreacted sites adjacent.

\section{A vapour dose on Si(100)}

\textbf{Q:} Put in numbers. How long does a real dose take to get there?

\textbf{A:} I take a vapour of molecules of mass $m=100$~u at $10^{-7}$~Torr and 300~K for 100~s, which are rough typical values for a dose in vacuum. The lattice parameter $a=0.5431$~nm gives a site spacing $a/\sqrt2=0.3840$~nm along the row. Neighbouring rows are twice that distance apart, so the area per site is $0.3840\times0.7680=0.2950$~nm$^2$.

The flux on a surface is the gas density $p_g/k_BT$ times $\int_0^\infty v f(v)\,dv=\sqrt{k_BT/2\pi m}$. Here $v$ is the velocity component towards the surface and $f$ its Maxwell distribution, normalised over all molecules, of which only those moving inward contribute:
\begin{equation}
\Phi=\frac{p_g}{\sqrt{2\pi m k_BT}}
=2.03\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
A long row has one pair per site, so each pair collects from one site area. If every arrival at an empty pair reacts,
\begin{equation}
k=(2.03\times10^{13})(0.2950\times10^{-14})\ \mathrm{s^{-1}}
=0.0598\ \mathrm{s^{-1}},
\end{equation}
and the dose is $kt=5.98$.

From (\ref{main}), $P_1/e^{-2}=\exp(2e^{-kt})$. This ratio equals 1.01 when
\begin{equation}
kt=\ln\frac{2}{\ln1.01}=5.30,\qquad t=\frac{5.303}{0.05982\ \mathrm{s^{-1}}}=89\ \mathrm{s}.
\end{equation}
After 100~s the unreacted fraction is 0.1360, about 0.5\,\% above the limit. If a smaller share $\sigma$ of the arrivals reacts, the same for all empty pairs, the time grows as $1/\sigma$ and the limit stays.

At the limit, unreacted sites lie on average $0.3840/0.1353=2.84$~nm apart along the row. Their density is $0.1353\times3.39\times10^{14}=4.6\times10^{13}$~cm$^{-2}$, each site being one silicon dimer.

\section{What moves the number}

\textbf{Q:} Real rows end at steps and contain dead sites. Molecules may also hang on by one end. Does $e^{-2}$ survive?

\textbf{A:} Steps matter little on a wide terrace. For 200 sites, or 76.8~nm, (\ref{ends}) gives $(202/200)\,e^{-2}=0.1367$, which is 1\,\% more.

The other two effects can be solved together. Let each site be open at the start with independent probability $p$, so that $P_n(0)=p^n$. Let one-ended binding fill any empty site at rate $qk$. A string of $n$ sites then has the further loss $qnP_n$:
\begin{equation}
\frac{dP_n}{ds}=-(n-1)P_n-qnP_n-2P_{n+1}.
\end{equation}
Since $(n-1)+qn=(n-1)(1+q)+q$, the part proportional to $n-1$ is removed by $P_n=F\,b^{\,n-1}$ with $b=p\,e^{-(1+q)s}$. What remains is $F'=-(q+2b)F$ with $F(0)=p$, so
\begin{equation}
P_1=p\exp\!\left[-qs-\frac{2p}{1+q}\left(1-e^{-(1+q)s}\right)\right].
\label{general}
\end{equation}
On the 12-site ring, the rate equations for four choices of $p$ and $q$ at three times agree with this solution for $P_1$, $P_2$ and $P_3$ to within $3.1\times10^{-6}$.

\textbf{Q:} Start with the dead sites. They take places away, so fewer should be left unreacted.

\textbf{A:} For $q=0$ the limit of (\ref{general}) is $p\,e^{-2p}$, counted per site of the whole row. Its derivative, $(1-2p)e^{-2p}$, is negative for $p>\tfrac12$. On a nearly clean row, blocking sites therefore increases the number of open sites left over, because a blocked site robs its neighbours of partners. With 3\,\% blocked, $0.97\,e^{-1.94}=0.1394$, which is 3\,\% above $e^{-2}$. This counts open sites only. If the blocked sites are counted among the uncovered ones, the fraction is $0.03+0.139=0.169$, which is 25\,\% above $e^{-2}$. In the opposite limit, $p\to0$, the result tends to $p$: an open site hardly ever has an open neighbour, and nearly all open sites stay unreacted.

\textbf{Q:} And one-ended binding?

\textbf{A:} That changes the character of the result. For any $q>0$ the factor $e^{-qs}$ drives $P_1$ to zero, since isolated sites can now be capped. The value $e^{-2}$ is then a plateau, visible if $q\ll1$, for times with $kt\gg1$ but $qkt\ll1$. I assume $q=0.01$ and hold $k$ fixed, which lets the total capture on an empty row exceed the arrival rate by 1\,\%. A clean row then has 0.131 unreacted after 100~s and 0.076 after a dose ten times longer. A dose that seems saturated on one time scale may still be filling on a longer one.

\textbf{Q:} Bulky molecules repel each other. You gave every pair the same rate.

\textbf{A:} Suppose that a pair with one reacted neighbour fills at relative rate $r$. Consider a gap of $m\ge3$ empty sites between reacted ones. Its two end pairs have rate $r$ each, and its $m-3$ inner pairs have rate 1. Filling an end pair leaves a gap of $m-2$. Filling an inner pair leaves gaps of $j$ and $m-2-j$, with $j=1,\dots,m-3$. Weighting each outcome by its rate,
\begin{equation}
(2r+m-3)E_m=2rE_{m-2}+2\sum_{j=1}^{m-3}E_j ,
\end{equation}
where $E_m$ now refers to such a gap, with $E_0=0$, $E_1=1$ and $E_2=0$. A gap of two fills sooner or later, so its own rate does not matter for the jammed fraction, although it can set how long jamming takes. For $r=1$ the equation reduces to (\ref{rec}). The unreacted fraction of a long row is the increase of $E_m$ per added site at large $m$.

For an assumed energy of $\pm0.05$~eV at 300~K, where $k_BT=0.02585$~eV, take $r=e^{\mp0.05/0.02585}$. Repulsion gives $r=0.145$ and an unreacted fraction of 0.180. Attraction gives $r=6.92$ and 0.079. These lie 33\,\% above and 41\,\% below $e^{-2}$. Both are jammed limits. With repulsion the last pairs fill slowly, and the 100~s dose is far from jamming. If a gap of two fills at relative rate $r^2$, about 0.34 is still unreacted after 100~s, and coming within 1\,\% of 0.180 takes about 3600~s. If it fills at relative rate $r$, the values are about 0.27 and 530~s.

The direction can be understood from the gaps. Filling an inner pair turns one gap into two, while filling an end pair only shortens a gap. Each unreacted site is a gap of one site, left when a longer gap shrinks or splits. Attraction favours end pairs, so fewer gaps form that could end this way.

\textbf{Q:} But $r>1$ cannot hold if every arrival at an empty pair already reacts.

\textbf{A:} Correct for direct arrival. It needs either a smaller reaction probability at ordinary pairs, or molecules that wander weakly bound before they react. If all pairs of the same kind still have equal rates, the jammed fraction depends on the ratio $r$ alone and the number stands, but the time scale above would not. Molecules that wander along the row and react at the first empty pair they reach break this condition: an end pair then collects more of them when the filled stretch beside it is longer.

\textbf{Q:} Could one heat the sample so that the molecules rearrange and close the gaps?

\textbf{A:} Then the assumption of irreversible binding fails. With an assumed barrier $E_b=1.5$~eV and prefactor $\nu=10^{13}$~s$^{-1}$, the mean number of thermal events per molecule in a time $t$ is $\nu t\,e^{-E_b/k_BT}$. For $t=100$~s this is $6\times10^{-11}$ at 300~K and about 250 at 600~K. It reaches one at
\begin{equation}
T=\frac{E_b}{k_B\ln(\nu t)}=504\ \mathrm{K}.
\end{equation}
Well below that temperature the jammed pattern is frozen on the time scale of the dose. Above it, the outcome depends on the event. If molecules shift along the row, isolated empty sites can meet and accept another molecule. If they desorb, sites reopen. The present model gives no fraction for either case.

\textbf{Q:} So what may I claim for an actual silicon surface?

\textbf{A:} The row geometry is that of Si(100)-2$\times$1, and the dose is a rough typical one. The barrier, the neighbour energy, the blocked share and $q$ are assumed round values, not properties of a particular molecule. Under these values the terrace ends and blocked sites shift the number of open sites left over by a few per cent, provided blocked sites are counted separately. Neighbour forces shift the jammed limit, and one-ended binding shifts the fraction after a long dose, by 30 to 45\,\%. With repulsion a dose of 100~s also stops well short of jamming and leaves more than twice $e^{-2}$ unreacted. Equal rates and strictly two-ended binding are thus the assumptions to examine first. Molecules that bind within one silicon dimer or across two rows are outside the model. So are molecules that use only one of the two silicon atoms of each dimer and leave the other able to react, because the model counts both dimers as filled for good. In a liquid, $k$ would not follow from the gas flux, but the limit would still be $e^{-2}$ if the stated assumptions held. A measured fraction near 0.135 would be consistent with random two-ended filling but would not prove it, since opposing corrections can cancel. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Unreacted limit exp(-2): 0.135335
Reacted limit 1-exp(-2): 0.864665
Jammed 12-site ring, enumeration: 0.135332
Random filling, 400000 sites: 0.13578
Its standard error: 0.00040
Largest ring-formula difference: 3.1e-06
kt=0.5: P1 ring 0.455236, formula 0.455236, P2 0.276115
kt=2.0: P1 ring 0.177403, formula 0.177403, P2 0.024009
kt=8.0: P1 ring 0.135423, formula 0.135426, P2 0.000045
Open row N=2: mean unreacted sites 0.000000
Open row N=3: mean unreacted sites 1.000000
Open row N=4: mean unreacted sites 0.666667
Open row N=5: mean unreacted sites 1.000000
Open row N=10: mean unreacted sites 1.623986
Temperature: 300 K
Pressure: 1.0e-07 Torr
Molecular mass: 100 u
Dose time: 100 s
Silicon lattice parameter: 0.5431 nm
Site spacing along row: 0.3840 nm
Area per site: 0.2950 nm2
Gas flux: 2.028e+13 cm^-2 s^-1
Attempt rate k: 0.05982 s^-1
Dose kt: 5.982
Unreacted fraction after dose: 0.13602
kt to come within 1 % of limit: 5.303
Time to come within 1 %: 88.7 s
Mean spacing of unreacted sites: 2.838 nm
All sites per area: 3.390e+14 cm^-2
Unreacted sites per area at limit: 4.588e+13 cm^-2
Terrace: 200 sites, 76.8 nm
Terrace unreacted fraction: 0.13669
Initially blocked sites: 3.0 %
Unreacted open sites / all sites: 0.13939
One-ended rate ratio q: 0.010
With one-ended binding, after dose: 0.13064
With one-ended binding, 10x dose: 0.07590
Neighbour energy: +/-0.050 eV
Thermal energy: 0.02585 eV
Repulsion: r=0.1446, unreacted 0.17990
Attraction: r=6.9177, unreacted 0.07924
Rearrangement barrier: 1.50 eV
Rearrangement prefactor: 1.0e+13 s^-1
Events per molecule in dose, 300 K: 6.33e-11
Events per molecule in dose, 600 K: 2.52e+02
One event per molecule in dose at: 504 K
\end{verbatim}
